# Why eighteen-electron counting gives dimanganese decacarbonyl one Mn–Mn bond

**Question**

I have to apply the eighteen-electron rule to Mn₂(CO)₁₀, in which each manganese carries five terminal carbonyls, and deduce how many metal–metal bonds it has. I keep getting numbers that disagree. One Mn(CO)₅ half seems to have 17 electrons. If I draw a Mn–Mn bond and add its two electrons, I get 19. If I count the whole molecule I get 34, although two metals with 18 each should make 36.

Where is the mistake? And why should the missing electron lead to a bond between the metals at all, rather than to two separate Mn(CO)₅ units?

**Answer**

Your 17 and your 34 are both right. The 19 comes from counting one electron twice at the same metal.

**The count for one half**

I use neutral-ligand counting: the metal is taken as a neutral atom with all its electrons outside the noble-gas core, and each terminal CO is a neutral molecule that gives the lone pair on its carbon. Manganese has 25 electrons and the argon core holds 18, so

\[
n_{\rm Mn}=25-18=7,\qquad n_{\rm fragment}=7+5\times 2=17 .
\]

Back-donation from the metal into empty CO orbitals does not change this number, because those electrons are among the seven already counted.

**What a metal–metal bond adds**

A Mn–Mn bond is a shared pair to which each metal contributes one electron. The electron that a manganese contributes is already among its 17. Only the partner's electron is new, so the bond adds one electron to each metal, not two. With \(b\) shared pairs,

\[
n(b)=17+b .
\]

Setting \(n(b)=18\) gives \(b=1\). No bond leaves 17 at each metal, and two bonds would give 19.

**Why the total is 34 and not 36**

Counting the valence electrons of the metals and the pairs donated by the carbonyls, the molecule has \(N=2\times17=34\) electrons, whatever bonds are drawn. When the shells of the two metals are added, each shared pair appears in both, so \(2b\) electrons are counted twice. If both shells hold 18,

\[
18+18-2b=N
\quad\Longrightarrow\quad
b=\frac{36-N}{2}=\frac{36-34}{2}=1 .
\]

The two electrons missing from your 36 are the bonding pair.

The result does not depend on sharing the bond evenly. Move one electron across first: the halves become Mn(CO)₅⁺ with 16 electrons and Mn(CO)₅⁻ with 18. The anion then donates a lone pair to the cation, which reaches \(16+2=18\), while the anion still counts that pair as its own. Again there is one bond.

**What the rule does and does not establish**

The argument has the form "if each metal is to reach 18, and only the other fragment can supply electrons, then one bond is needed". The eighteen-electron rule describes closed valence shells; it is not a law. A single Mn(CO)₅ radical with 17 electrons can exist, and it can also reach 18 by taking up an electron or a hydrogen atom.

The count does not establish the structure either. Suppose two of the ten carbonyls bridged the metals, each giving one electron to either side. Each metal would then receive \(4\times2+2\times1=10\) electrons, as before. That all carbonyls are terminal is therefore an input.

**Where the number 18 comes from**

Your second question needs orbitals. Take a simple model with an orthonormal basis: nine metal orbitals (one s, three p, five d) and one donor orbital per CO. The energies are \(E_d=-10\), \(E_s=-6\), \(E_p=-2\) and \(E_L=-14\) eV for the donors. These are round parameters, not fitted to the molecule. A metal orbital couples to a donor in direction \(\mathbf n\) with strength \(-V\,Y(\mathbf n)\), where \(V_s=V_p=2\) eV, \(V_d=3\) eV, and \(Y\) is the angular shape:

\[
Y_s=1,\quad Y_{p_z}=n_z,\quad Y_{z^2}=\tfrac12(3n_z^2-1),\quad
Y_{x^2-y^2}=\tfrac{\sqrt3}{2}(n_x^2-n_y^2),\quad Y_{xy}=\sqrt3\,n_xn_y ,
\]

and similarly for the other p and d orbitals. Back-donation, orbital overlap and electron repulsion are left out.

Start with six donors on the axes \(\pm x,\pm y,\pm z\). On every axis two of the three components of \(\mathbf n\) vanish, so \(d_{xy}\), \(d_{xz}\) and \(d_{yz}\) couple to nothing. They are three nonbonding levels at \(-10\) eV. Each of the other six metal orbitals couples to its own combination of donors, and these six combinations are mutually orthogonal. The problem splits into six \(2\times2\) problems with levels

\[
E_\pm=\frac{E_M+E_L}{2}\pm\sqrt{\left(\frac{E_M-E_L}{2}\right)^2+W^2},
\]

where \(E_M\) is the metal orbital energy and \(W^2\) is the sum of the squared couplings to the individual donors. Since \(W\neq0\), the lower level lies below \(E_L\) and the upper one above \(E_M\). This gives six bonding levels, three nonbonding levels, and then a gap. Nine levels hold 18 electrons.

The size of the gap follows from \(d_{x^2-y^2}\), which meets four donors with \(Y=\pm\sqrt3/2\):

\[
W^2=4\times\tfrac34\times 3^2=27\ {\rm eV}^2,\qquad
E_+=-12+\sqrt{2^2+27}=-6.43\ {\rm eV}.
\]

This is \(3.57\) eV above the nonbonding level, in agreement with the diagonalization of the whole matrix.

**What changes with five donors**

Remove the donor at \(+z\). The three nonbonding d orbitals are unaffected. So are \(d_{x^2-y^2}\), \(p_x\) and \(p_y\), which never coupled to that donor; they still give three bonding and three antibonding levels.

What remains is \(s\), \(p_z\) and \(d_{z^2}\), facing two donor combinations: the donor at \(-z\) and the in-phase sum of the four donors in the plane. Three metal orbitals and two donor combinations give five levels. The diagonalization finds two bonding levels, two antibonding levels, and one frontier orbital \(f\) between them at \(-7.57\) eV. Its weight on the metal is 0.76.

The 17 electrons now have definite places:

\[
\underbrace{5\times2}_{\text{bonding}}+\underbrace{3\times2}_{\text{nonbonding}}+\underbrace{1}_{f}=17 .
\]

The odd electron is in \(f\). To see where \(f\) points, weight its metal coefficients \(c\) with the angular shapes along \(\pm z\):

\[
a_\pm=c_s\pm c_{p_z}+c_{z^2},\qquad a_+=1.17,\quad a_-=0.88 .
\]

The orbital is larger toward the vacant site. The difference is due to \(p_z\), with \(c_{p_z}=(1.17-0.88)/2\approx0.15\). With these parameters the preference is moderate, \(a_+/a_-\approx1.3\), and \(f\) is not a lobe on one side only. The ratio depends on the unfitted p parameters: \(E_p=-5\) eV with \(V_p=3\) eV gives about 1.9. It should not be read as a value for the real fragment.

**Joining the two halves**

Place two fragments with their vacant sites facing each other, and let the metal orbitals couple along the common axis with strength \(-t\,Y\,Y'\), where each shape is taken toward the other metal and \(t=0.4\) eV. The coupling between the two frontier orbitals is then

\[
\langle f_A|H|f_B\rangle=-t\,a_+^2=-0.4\times1.17^2\approx-0.55\ {\rm eV}.
\]

Two equal levels with this coupling form

\[
\sigma=\frac{f_A+f_B}{\sqrt2},\qquad \sigma^*=\frac{f_A-f_B}{\sqrt2},
\]

at \(-7.57\mp0.55\), that is \(-8.12\) and \(-7.02\) eV. The full diagonalization gives \(-8.18\) and \(-7.09\) eV. Both levels are slightly lower than the estimate because each \(f\) also mixes with higher, empty orbitals of the other fragment, which push it down. The admixture is small: the simple combinations make up 98 % of the computed orbitals.

The two odd electrons both enter \(\sigma\), and \(\sigma^*\) stays empty. Relative to two separate radicals the model energy falls by 1.26 eV. Of this, \(2\times(8.18-7.57)=1.22\) eV comes from the two electrons in \(\sigma\), and the small rest from the lower filled levels. This is why pairing can be favourable. The model omits electron repulsion, which works against putting both electrons in one orbital, so the figure illustrates the mechanism and does not predict the bond energy.

**Is it one bond in the orbital picture too?**

A useful measure is the bond index: the sum of the squared density-matrix elements that connect fragment A with fragment B. A doubly filled orbital \(\varphi\) contributes \(2\varphi\varphi^{T}\) to the density matrix. For \(\sigma\), the part connecting A with B is

\[
P_{AB}=2\cdot\frac{1}{\sqrt2}\cdot\frac{1}{\sqrt2}\,f_Af_B^{T}=f_Af_B^{T},
\qquad
\sum_{ij}(P_{AB})_{ij}^2=|f_A|^2|f_B|^2=1 ,
\]

because both orbitals are normalized. Without further mixing, the other filled orbitals each stay on one fragment and add nothing. The computed index, with all mixing included, is 1.00. This number counts the shared pair and does not measure its strength: the derivation above does not involve \(t\), and the index stays 1 however weak the coupling is. It connects the whole fragments; the part between the metal orbitals alone is about \(0.76^2\approx0.58\) at weak coupling. It also assumes that both electrons occupy \(\sigma\), which holds here because repulsion is left out; repulsion between the two electrons would lower it.

**A check: add two electrons**

With \(N=36\) the formula gives \(b=(36-36)/2=0\): two separate Mn(CO)₅⁻ ions, each with 18 electrons and no need of a bond. In the orbital picture the extra pair fills \(\sigma^*\), whose contribution is \(-f_Af_B^{T}\), and this cancels that of \(\sigma\).

The computed index at \(t=0.4\) eV is nevertheless 0.13, not zero. Filling both \(\sigma\) and \(\sigma^*\) is equivalent to filling \(f_A\) and \(f_B\) separately, so we may ask how each of these mixes with an empty orbital \(v\) of the other fragment. To leading order \(f_A\) becomes \(f_A+c\,v_B\), with \(c\) proportional to \(t\). This adds \(2c\,f_Av_B^{T}\) to \(P_{AB}\), and hence \(4c^2\) to the index; the mixing of \(f_B\) with \(v_A\) adds the same again. The remainder should therefore grow as \(t^2\). Between \(t=0.05\) and \(0.1\) eV it rises from 0.0021 to 0.0085, a factor of 3.99 before rounding, close to the expected 4. At \(t=0.4\) eV, 98 % of it comes from this mixing of \(f\) with empty orbitals.

The model still finds an energy gain of 0.29 eV on joining the two anions. That should not be read as a bond, since the repulsion between two negative ions is missing from the model. The integer count assigns shared pairs; it does not register weak mixing of this kind. The numerical output below lists the values for both electron numbers.

## Calculated quantities

```
ELECTRON COUNT
Mn valence electrons: 7
electrons from five CO: 10
electrons per Mn(CO)5 fragment: 17
total valence electrons N: 34
b = 0: at Mn A 17, at Mn B 17, distinct 34, counted twice 0
b = 1: at Mn A 18, at Mn B 18, distinct 34, counted twice 2
b = 2: at Mn A 19, at Mn B 19, distinct 34, counted twice 4
b = 3: at Mn A 20, at Mn B 20, distinct 34, counted twice 6
b that gives 18 at both metals: 1
MODEL PARAMETERS (eV)
energies d, s, p, CO donor: -10.0, -6.0, -2.0, -14.0
couplings to CO of s, p, d: 2.0, 2.0, 3.0
metal-metal coupling: 0.4
OCTAHEDRON, SIX DONORS
bonding levels: 6
nonbonding levels: 3
gap above the ninth level: 3.57 eV
FRAGMENT, FIVE DONORS
bonding levels: 5
nonbonding levels: 3
frontier orbital f: -7.57 eV
next level above f: -6.43 eV
metal weight of f: 0.76
amplitude of f toward vacant site: 1.17
amplitude of f toward opposite CO: 0.88
DIMER
sigma level: -8.18 eV
sigma* level: -7.09 eV
share of (fA+fB)/sqrt2 in sigma: 0.984
share of (fA-fB)/sqrt2 in sigma*: 0.983
bond index at coupling 0.4 eV: 1.0015 (34 el.), 0.1275 (36 el.)
bond index at coupling 0.1 eV: 1.0001 (34 el.), 0.0085 (36 el.)
bond index at coupling 0.05 eV: 1.0000 (34 el.), 0.0021 (36 el.)
36-electron index, ratio 0.1 eV to 0.05 eV: 3.99
its part from f mixing with empty orbitals: 0.982
energy gain on joining, 34 electrons: 1.26 eV
energy gain on joining, 36 electrons: 0.29 eV
```
